# Linear Low-Temperature Heat Capacity of an Unstressed Free-Standing Film

## Problem

A crystalline, electrically insulating film of thickness $h$ is free on both faces and carries no in-plane stress. Treat it as an isotropic elastic solid with density $\rho$, Young's modulus $E$, Poisson ratio $\nu$ and shear modulus $\mu=E/[2(1+\nu)]$. Its lateral size is much larger than the wavelengths of the thermally excited vibrations.

(a) Find the three acoustic branches for wavenumbers $q$ with $qh\ll1$, and show that the flexural branch is quadratic in $q$.

(b) Derive the heat capacity per area of the flexural branch and of the two in-plane branches. Show that the first is linear in temperature $T$, the second quadratic, and that the first dominates at low $T$.

(c) Find the temperature $T^*$ at which the two expressions are equal, and decide whether they can be trusted there.

(d) A residual tensile stress $\sigma$ is now present. What happens to the linear law?

(e) Evaluate the results for an undoped germanium film with $h=10$ nm at $0.1$ K, and judge which neglected effects matter. Use the rough elastic constants $C_{11},C_{12},C_{44}=130,50,70$ GPa and $\rho=5300$ kg/m³.

## Solution

### (a) The three branches

Let the film lie in the $xy$ plane, with $z=0$ at its middle, and let a wave travel along $x$. By isotropy the result holds for every in-plane direction.

**In-plane shear.** The displacement $u_y(x,t)$ produces the stress $\sigma_{xy}=\mu\,\partial_xu_y$. Newton's law $\rho\ddot u_y=\partial_x\sigma_{xy}$ gives

$$\omega=v_Tq,\qquad v_T^2=\mu/\rho .$$

**In-plane extension.** The faces are free, so $\sigma_{zz}=0$ there, and in a film thin compared with the wavelength it stays negligible inside. The wave has no strain along $y$. Hooke's law then reads

$$0=\varepsilon_{yy}=\frac{\sigma_{yy}-\nu\sigma_{xx}}{E}\;\Rightarrow\;\sigma_{yy}=\nu\sigma_{xx},\qquad
\varepsilon_{xx}=\frac{\sigma_{xx}-\nu\sigma_{yy}}{E}=\frac{1-\nu^2}{E}\,\sigma_{xx}.$$

Hence $\sigma_{xx}=E\varepsilon_{xx}/(1-\nu^2)$, and $\rho\ddot u_x=\partial_x\sigma_{xx}$ gives

$$\omega=v_Pq,\qquad v_P^2=\frac{E}{\rho(1-\nu^2)} .$$

**Bending.** Let $w(x,t)$ be the displacement normal to the film. Lines normal to the middle plane tilt with it, so $u_x=-z\,\partial_xw$ and $\varepsilon_{xx}=-z\,\partial_x^2w$. The stress–strain relation is the one just found. The elastic energy per area is

$$\frac12\int_{-h/2}^{h/2}\frac{E}{1-\nu^2}\,z^2(\partial_x^2w)^2\,dz=\frac D2(\partial_x^2w)^2,\qquad D=\frac{Eh^3}{12(1-\nu^2)},$$

because $\int z^2dz=h^3/12$. The kinetic energy per area is $\frac12\rho h\dot w^2$. The rotational kinetic energy and the transverse shear energy are smaller by factors of order $(qh)^2$ and are dropped. The Euler–Lagrange equation is

$$\rho h\,\ddot w+D\,\partial_x^4w=0 .$$

A plane wave gives $\rho h\,\omega^2=Dq^4$, that is,

$$\omega=bq^2,\qquad b=\sqrt{\frac{D}{\rho h}}=\frac{h\,v_P}{\sqrt{12}} .$$

A term proportional to $q^2$ in $\omega^2$ would require an energy proportional to $(\partial_xw)^2$. A rigid tilt of the film has $\partial_xw\neq0$ but costs nothing when no stress acts, so this term is absent. The lowest allowed energy involves the curvature.

### (b) The heat capacities

**Counting modes.** For a square of side $L$ with periodic boundaries, each mode occupies an area $(2\pi/L)^2$ in the plane of wavevectors. The number of modes per film area with wavenumber below $q$ is therefore

$$N=\frac{\pi q^2}{(2\pi)^2}=\frac{q^2}{4\pi}$$

for each branch. Insert $q^2=\omega/b$ for bending and $q^2=\omega^2/v^2$ for each in-plane branch, and differentiate with respect to $\omega$:

$$g_{\rm flex}=\frac1{4\pi b},\qquad g_{\rm in}=\frac{\omega S}{2\pi},\qquad S=\frac1{v_T^2}+\frac1{v_P^2}.$$

The flexural density of modes is constant down to zero frequency, whereas the in-plane density vanishes there.

**One mode.** A mode has mean energy $\hbar\omega\,[\tfrac12+1/(e^x-1)]$ with $x=\hbar\omega/k_BT$. Since $dx/dT=-x/T$, its heat capacity is

$$\hbar\omega\,\frac{e^x}{(e^x-1)^2}\,\frac xT=k_Bf(x),\qquad f(x)=\frac{x^2e^x}{(e^x-1)^2}.$$

The function $f$ tends to 1 for small $x$ and falls exponentially for large $x$. Modes up to a few times $k_BT/\hbar$ therefore count.

**The sums.** With $d\omega=(k_BT/\hbar)\,dx$,

$$C_{\rm flex}=\frac{k_B^2T}{\hbar}\,\frac1{4\pi b}\int_0^\infty f\,dx,\qquad
C_{\rm in}=k_B\left(\frac{k_BT}{\hbar}\right)^2\frac S{2\pi}\int_0^\infty xf\,dx .$$

The upper limit may be infinite if $f$ has died out before the long-wave dispersion laws fail. This is a low-temperature condition.

Differentiating $1/(e^x-1)=\sum_{n\ge1}e^{-nx}$ gives $e^x/(e^x-1)^2=\sum_n n\,e^{-nx}$. Then

$$\int_0^\infty f\,dx=\sum_n n\,\frac{2}{n^3}=2\zeta(2)=\frac{\pi^2}3,\qquad
\int_0^\infty xf\,dx=\sum_n n\,\frac{6}{n^4}=6\zeta(3).$$

The results are

$$\boxed{C_{\rm flex}=\frac{\pi k_B^2T}{12\,\hbar b}},\qquad
\boxed{C_{\rm in}=\frac{3\zeta(3)k_B^3T^2}{\pi\hbar^2}\,S}.$$

Their ratio is

$$\frac{C_{\rm flex}}{C_{\rm in}}=\frac{\pi^2\hbar}{36\,\zeta(3)\,k_B\,b\,S}\,\frac1T ,$$

which grows without limit as $T\to0$ in this model. The bending branch is soft, so it packs more modes into the thermal window. Since $b\propto h$, at fixed temperature and material $C_{\rm flex}$ per area varies as $1/h$, while $C_{\rm in}$ does not depend on $h$.

### (c) The crossover scale and its limits

The two expressions are equal at

$$T^*=\frac{\pi^2\hbar}{36\,\zeta(3)\,k_B\,b\,S}\propto\frac1h .$$

A typical thermal flexural wavenumber follows from $\hbar bq_{\rm th}^2=k_BT$. At $T^*$, using $b^2=h^2v_P^2/12$,

$$(q_{\rm th}h)^2=\frac{k_BT^*h^2}{\hbar b}=\frac{\pi^2h^2}{36\zeta(3)b^2S}=\frac{\pi^2}{3\zeta(3)\,(1+v_P^2/v_T^2)} .$$

Thickness has dropped out, and this number is of order one. The quadratic dispersion is therefore not accurate at $T^*$, however thin the film. The dominance is established for $T\ll T^*$, and $T^*$ is a scale, not an accurate crossing temperature.

The first correction shows how the linear law is approached. Write

$$\omega=bq^2\left[1-a(qh)^2\right].$$

Solving for $q^2$ to second order in $\omega$ gives $q^2=\omega/b+ah^2\omega^2/b^2$, so

$$g_{\rm flex}=\frac1{4\pi b}\left(1+\frac{2ah^2\omega}{b}\right).$$

The extra term is proportional to $\omega$, like the in-plane density of modes. It raises $C_{\rm flex}$ by the relative amount

$$\frac{2ah^2}{b}\,\frac{k_BT}{\hbar}\,\frac{6\zeta(3)}{\pi^2/3}=\frac{36\zeta(3)\,a}{\pi^2}\,\frac{h^2k_BT}{\hbar b}.$$

The flexural branch thus has a $T^2$ term of its own. The quadratic part of the total heat capacity must not be assigned to the in-plane branches alone.

### (d) Residual tension

If the film is held by a frame under tensile stress $\sigma$, a slope lengthens each line element by the fraction $\tfrac12(\partial_xw)^2$. The work against the tension $\sigma h$ adds $\frac12\sigma h(\partial_xw)^2$ to the energy per area. The wave equation then gives

$$\omega^2=b^2q^4+c^2q^2,\qquad c^2=\sigma/\rho .$$

The two terms are equal at $q^2=c^2/b^2$, where $bq^2=\sigma/(\rho b)$. This defines the temperature

$$T_\sigma=\frac{\hbar\sigma}{k_B\rho b}.$$

**Far below $T_\sigma$** the thermal waves have $\omega=cq$. The in-plane formula applies with $S$ replaced by $1/c^2$, so the flexural heat capacity is quadratic in $T$. Its ratio to the in-plane part tends to the finite value $1/(c^2S)$. Bending still dominates if $c$ is much smaller than $v_T$ and $v_P$, but the linear law is gone.

**Far above $T_\sigma$** the loss is small. Solving the quadratic equation for $q^2$ gives

$$q^2=\frac{-c^2+\sqrt{c^4+4b^2\omega^2}}{2b^2},\qquad
g=\frac1{4\pi}\frac{dq^2}{d\omega}=\frac1{4\pi b}\,\frac{x}{\sqrt{x^2+\alpha^2}},\qquad \alpha=\frac{T_\sigma}{2T}.$$

The missing weight sits at $x\sim\alpha\ll1$, where $f\approx1$. Its integral is

$$\int_0^\infty\left(1-\frac{x}{\sqrt{x^2+\alpha^2}}\right)dx=\lim_{X\to\infty}\left[X-\sqrt{X^2+\alpha^2}+\alpha\right]=\alpha .$$

Dividing by $\pi^2/3$, the relative loss is $3T_\sigma/(2\pi^2T)$ to leading order.

For compressive stress, $\sigma<0$, $\omega^2$ is negative at small $q$. A large flat film is then unstable and buckles, and the present treatment does not apply.

### (e) A 10 nm germanium film at 0.1 K

**Isotropic constants.** Germanium is cubic. The isotropic model uses the Voigt average, in which the stiffness is averaged over crystal orientations:

$$\mu=\frac{C_{11}-C_{12}+3C_{44}}5=58\ \text{GPa},\qquad K=\frac{C_{11}+2C_{12}}3=76.7\ \text{GPa}.$$

Then $E=9K\mu/(3K+\mu)=139$ GPa and $\nu=E/(2\mu)-1=0.198$. The speeds are $v_T=3308$ m/s and $v_P=5224$ m/s, so $S=1.280\times10^{-7}$ s²/m² and

$$b=\frac{(10^{-8}\ \text{m})(5224\ \text{m/s})}{\sqrt{12}}=1.508\times10^{-5}\ \text{m}^2/\text{s}.$$

**Heat capacities.** The flexural formula gives

$$C_{\rm flex}=\frac{\pi\,(1.381\times10^{-23})^2\,(0.1)}{12\,(1.055\times10^{-34})(1.508\times10^{-5})}\ \frac{\text{J}}{\text{K m}^2}=3.14\ \text{nJ/(K m}^2),$$

or about $227\,k_B$ per square micrometre. The in-plane formula gives $0.348$ nJ/(K m²), smaller by a factor of 9.0. The crossover scale is $T^*=0.90$ K.

As a test of the counting, the mode contributions of a periodic film 10 µm on a side were added one by one, without the uniform translations. The sums are 3.138 and 0.3475 nJ/(K m²), in agreement with the two formulas.

**Finite thickness.** Here $q_{\rm th}h=0.295$, which is small but not negligible. Three-dimensional elasticity for the plate with free faces, solved numerically, gives $a\approx0.16$ (0.160 at $qh=0.2$, rising to 0.162 in the limit $qh\to0$ that defines $a$). The correction from part (c) is then

$$\frac{36\zeta(3)}{\pi^2}(0.16)(0.295)^2\approx0.061 ,$$

and the full flexural heat capacity is indeed 6.2% above the formula, at 3.33 nJ/(K m²).

The flexural $T^2$ term is about 0.56 of the in-plane one (0.557 with the limiting $a$; the output below lists 0.551, from $a$ at $qh=0.2$), so at low temperature the total varies as $T+1.56\,T^2/T^*$. Its logarithmic slope is $1+s/(1+s)$ with $s=1.56\,T/T^*$, or 1.15 at 0.1 K and 1.02 at 0.01 K. Full elasticity gives 1.148 and 1.017. An exponent slightly above one is thus expected at 0.1 K even for an ideal film.

Keeping these two terms, the flexural and in-plane parts cross at $T^*/(1-0.557)\approx2.0$ K. Full elasticity puts the crossing at 1.86 K, about twice $T^*$. There the higher branches already supply 15% of the total. The lowest of them start at $\omega=\pi v_T/h$, where half a shear wavelength fits the thickness. This corresponds to 7.9 K, so at 0.1 K their heat capacity carries the exponential factor $e^{-79}$ and is negligible.

**Comparison with real films.** The elastic constants are rough values for germanium, and 0.1 K is a working temperature of cryogenic detectors. A suspended membrane may be much thicker than 10 nm. In the elastic model all characteristic temperatures vary as $1/h$, so for 100 nm and the same constants $T^*$ falls to 0.09 K and the full crossing to 0.19 K. At 0.1 K the flexural part is then still larger than the in-plane part, but no longer by a large factor. The other departures, for the 10 nm film at 0.1 K, are as follows.

- **Crystal anisotropy.** For a (001) film with the cubic constants, the flexural part rises by 6% and the in-plane part by 13%, both relative to full isotropic elasticity. The dominance is unaffected.
- **Tension.** For $\sigma=100$ MPa, $T_\sigma=9.6$ mK and $C_{\rm flex}$ drops by 1.4%, as the estimate in part (d) gives. As $T\to0$ the flexural part is quadratic but still 414 times the in-plane part. Since $T_\sigma\propto\sigma$, a stress of 1 GPa would bring $T_\sigma$ to about 0.1 K. In the model of part (d), $C_{\rm flex}$ at 0.1 K is then 13% below the unstressed formula and its local exponent is about 1.13. The quadratic law is reached only well below $T_\sigma$.
- **Edges and amplitude.** Simply supported edges on a 20 µm square lower $C_{\rm flex}$ by 0.4%. The rms deflection of that film is 0.014 nm. For a given wavelength, the ratio of stretching to bending energy is of order $(w/h)^2\sim10^{-6}$, so harmonic bending is adequate.
- **Other linear terms.** Carriers in a metallic doped film have a nearly constant density of states at the Fermi energy, so they also give a heat capacity linear in $T$. With $10^{19}$ cm⁻³ carriers of mass $0.3\,m_e$, treated as a bulk gas, they add about 1.0 nJ/(K m²), a third of $C_{\rm flex}$. This describes a single isotropic band. For electrons in germanium, which fill four valleys with a density-of-states mass of about $0.22\,m_e$ each, the same bulk estimate gives about 1.9 nJ/(K m²). In a 10 nm film the motion across the thickness is quantized and only a few subbands are filled at this density (between hard walls, two for the single band, one per valley for a germanium (001) film, and about five distinct ones for (111), where one valley has a heavy mass along the normal), so the bulk estimate gives the size of the term but not its detailed dependence on $h$. Two-level systems with a constant density of splittings, a standard model of glasses, do the same. Oxide skins of 2 nm in total with $10^{21}$ systems per eV and cm³ add about 0.4 nJ/(K m²). Both sets of parameters are rough.

The last item limits what a measurement can show. A linear heat capacity is not by itself evidence of flexural modes. The dependence on thickness helps to separate the sources: at fixed temperature and composition, the linear flexural term varies as $1/h$, the carrier term roughly as $h$ once several subbands are filled (in thinner films it changes in steps), and the oxide term is independent of $h$ if the skins stay the same. The linear term must first be separated from the $T^2$ terms, which do not depend on $h$ in the elastic model. Without this step the $1/h$ law is blurred: from 10 to 100 nm at 0.1 K, the whole flexural part falls by a factor of about 6.4, not 10. The numerical output below lists most of the values used here.

## Values computed for the example and the checks

```
INPUT (rough Ge values)
C11, C12, C44 = 130, 50, 70 GPa
density = 5300 kg/m^3; thickness h = 10 nm
working temperature = 0.10 K
ISOTROPIC MODEL
Young's modulus E = 139.0 GPa; Poisson ratio = 0.198
v_T = 3308 m/s; v_P = 5224 m/s
b = 1.508e-05 m^2/s; S = 1.280e-07 s^2/m^2
thermal flexural q*h at 0.1 K = 0.295
thermal flexural q*h at T* = 0.885
MAIN RESULTS FROM THE FORMULAS
C_flex(0.1 K) = 3.138 nJ/(K m^2)
  the same = 227.3 kB per square micrometre
C_in(0.1 K) = 0.3478 nJ/(K m^2)
C_flex/C_in at 0.1 K = 9.02
T* = 0.902 K
MODE SUM, periodic 10 um film, 0.1 K
flexural 3.138, in-plane 0.3475 nJ/(K m^2)
TABLE, nJ/(K m^2): T/K | formula flex, in | full flex, in
 0.01 | 0.3138, 0.00348 | 0.3158, 0.00348
 0.05 | 1.5691, 0.08694 | 1.6177, 0.08694
 0.10 | 3.1381, 0.34777 | 3.3335, 0.34778
 0.50 | 15.6906, 8.69426 | 20.7298, 8.70197
FULL ELASTICITY
exponent dlnC/dlnT: 1.017 at 0.01 K, 1.148 at 0.1 K
dispersion correction a = 0.1603
flexural T^2 term / in-plane T^2 term = 0.551
actual flexural/in-plane crossing = 1.86 K
higher branches' share of total there = 15.38 %
first thickness resonance / kB = 7.94 K
NEGLECTED EFFECTS at 0.1 K
non-quadratic dispersion: C_flex changes by +6.23 %
cubic anisotropy: flexural +6.43 %, in-plane +13.26 %
tension 100 MPa: C_flex changes by -1.44 %
  T_sigma = 9.56 mK; C_flex/C_in as T->0 = 414
edges, 20 um supported film: -0.36 %
rms deflection of that film = 0.0141 nm
doped film (rough: 1e+19 cm^-3, mass 0.3 m_e):
  Fermi energy 56 meV, carriers add 1.04 nJ/(K m^2)
oxide skins (rough: 2 nm in all, 1e+21 /(eV cm^3)):
  two-level systems add 0.39 nJ/(K m^2)
```
